# Why a converged LDA slab calculation lacks the image potential tail: test program

```python
"""
Result under test: outside a metal slab the LDA exchange-correlation potential
falls off as exp(-2*kappa*zeta/3), with kappa = sqrt(-2*eps_top), while an added
electron feels the image potential -1/(4*(zeta - z0)).
Hartree atomic units inside the program; vacuum level = 0.
zeta    : distance outward from the edge of the positive background (jellium edge)
eps_top : bottom of the highest occupied subband of the slab
z0      : image plane, the centroid of the charge induced by a weak uniform field
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal, solveh_banded
from scipy.optimize import minimize_scalar
from pyscf.dft import libxc

PI = np.pi
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9
FIELD_AU = const.physical_constants["atomic unit of electric field"][0]

# Sodium film: rough lattice constant, bcc, one valence electron per atom
lattice_nm = 0.43
layers = 8
lattice = lattice_nm / BOHR_NM
spacing = lattice / np.sqrt(2)
n_bulk = 2 / lattice**3
rs_bulk = (3 / (4 * PI * n_bulk)) ** (1 / 3)
k_fermi = (3 * PI**2 * n_bulk) ** (1 / 3)


def lda_potential(density):
    """Slater exchange plus Perdew-Wang correlation, unpolarized."""
    n = np.maximum(density, 1e-30)
    rs = (3 / (4 * PI * n)) ** (1 / 3)
    s = np.sqrt(rs)
    A, a1 = 0.031091, 0.21370
    b1, b2, b3, b4 = 7.5957, 3.5876, 1.6382, 0.49294
    Q = 2 * A * (b1 * s + b2 * rs + b3 * rs * s + b4 * rs**2)
    dQ = 2 * A * (b1 / (2 * s) + b2 + 1.5 * b3 * s + 2 * b4 * rs)
    log_term = np.log1p(1 / Q)
    ec = -2 * A * (1 + a1 * rs) * log_term
    dec = -2 * A * a1 * log_term + 2 * A * (1 + a1 * rs) * dQ / (Q * Q + Q)
    return -(3 * n / PI) ** (1 / 3) + ec - rs * dec / 3


def solve_slab(n_layers, vacuum, step, field=0.0):
    """Self-consistent jellium slab between distant walls at fixed potential."""
    d = n_layers * spacing
    half = d / 2 + vacuum
    npts = int(round(2 * half / step)) - 1
    h = 2 * half / (npts + 1)
    z = -half + h * np.arange(1, npts + 1)
    background = n_bulk * np.clip((d / 2 - np.abs(z)) / h + 0.5, 0, 1)
    minus_lap = np.zeros((2, npts))
    minus_lap[0, 1:] = -1 / h**2
    minus_lap[1] = 2 / h**2
    hop = np.full(npts - 1, -0.5 / h**2)
    n_states = int((d + 5) * k_fermi / PI) + 4
    v = -0.22 / (1 + np.exp(np.abs(z) - d / 2)) + field * z
    for iteration in range(400):
        eps, phi = eigh_tridiagonal(1 / h**2 + v, hop, select="i",
                                    select_range=(0, n_states - 1))
        phi2 = phi**2 / h
        for m in range(1, n_states):
            e_fermi = (PI * n_bulk * d + eps[:m].sum()) / m
            if e_fermi <= eps[m]:
                break
        density = phi2[:, :m] @ ((e_fermi - eps[:m]) / PI)
        v_es = solveh_banded(minus_lap, 4 * PI * (density - background))
        v_es = v_es + field * z
        v_xc = lda_potential(density)
        residual = v_es + v_xc - v
        if np.max(np.abs(residual)) < 1e-8:
            break
        # local screening model, with charge neutrality, speeds up convergence
        ldos = phi2[:, :m].sum(axis=1) / PI
        padded = np.concatenate(([0.0], residual, [0.0]))
        lap_res = (2 * residual - padded[:-2] - padded[2:]) / h**2
        screened = minus_lap.copy()
        screened[1] += 4 * PI * ldos
        rhs = np.column_stack((lap_res, 4 * PI * ldos))
        a, b = solveh_banded(screened, rhs).T
        shift = (ldos @ a) / (ldos @ (1 - b))
        v = v + 0.8 * (a + shift * b)
    else:
        raise RuntimeError("slab calculation did not converge")
    return SimpleNamespace(z=z, h=h, d=d, n=density, v_es=v_es, v_xc=v_xc,
                           v_eff=v_es + v_xc, e_fermi=e_fermi,
                           eps_top=eps[m - 1], occupied=m)


def outside(slab, values, zeta):
    return np.interp(slab.d / 2 + zeta, slab.z, values)


# The functional against an independent library
test_n = np.array([1e-1, n_bulk, 1e-4, 1e-6])
library_v = np.ravel(libxc.eval_xc("LDA_X,LDA_C_PW", test_n, 0, deriv=1)[1][0])
assert np.allclose(lda_potential(test_n), library_v, rtol=1e-4)

# Classical image energy: half the interaction with the induced surface charge
dist = 7.0
induced = quad(lambda r: -dist * r / (r * r + dist**2) ** 2, 0, np.inf)[0]
assert abs(0.5 * induced + 1 / (4 * dist)) < 1e-8

# Image plane = centroid of induced charge: Thomas-Fermi half-space, screening
# constant 1, where a uniform field induces charge with centroid at -1
def tf_response(q):
    K = np.sqrt(q * q + 1)
    return (K - q) / (K + q)

tf_energy = -0.5 * quad(lambda q: tf_response(q) * np.exp(-20 * q), 0, 5,
                        epsabs=1e-12)[0]
assert abs(tf_energy / (-1 / (4 * (10.0 + 1.0))) - 1) < 1e-3

# Slabs: reference, finer grid, wider vacuum, double thickness
base = solve_slab(layers, 60.0, 0.12)
fine = solve_slab(layers, 60.0, 0.08)
wide = solve_slab(layers, 80.0, 0.12)
thick = solve_slab(2 * layers, 60.0, 0.12)
work = -base.e_fermi
middle = np.abs(thick.z) < PI / k_fermi
bulk_fermi = thick.e_fermi - thick.v_eff[middle].mean()
assert abs(bulk_fermi / (k_fermi**2 / 2) - 1) < 0.04
assert abs(thick.e_fermi - base.e_fermi) * HARTREE_EV < 0.15

# Decay rates in the far tail against the subband energy
kappa_top = np.sqrt(-2 * base.eps_top)
kappa_work = np.sqrt(2 * work)
zeta_grid = base.z - base.d / 2
tail = (zeta_grid > 30) & (zeta_grid < 40)
rate_n = -np.polyfit(zeta_grid[tail], np.log(base.n[tail]), 1)[0]
rate_xc = -np.polyfit(zeta_grid[tail], np.log(-base.v_xc[tail]), 1)[0]
assert abs(rate_n / (2 * kappa_top) - 1) < 0.02
assert abs(rate_xc / (2 * kappa_top / 3) - 1) < 0.02

# Semi-infinite metal with a step barrier: power-law prefactor of the density
barrier2 = 2 * work + k_fermi**2
far = 2000.0

def tail_integrand(t):
    k = k_fermi - t
    decay = np.sqrt(barrier2 - k * k) - kappa_work
    return (k_fermi**2 - k * k) * k * k / barrier2 * np.exp(-2 * decay * far) / PI**2

t_max = min(k_fermi, 20 * kappa_work / (k_fermi * far))
scaled_n = quad(tail_integrand, 0, t_max, epsabs=0, epsrel=1e-8)[0]
scaled_law = k_fermi * kappa_work**2 / (2 * PI**2 * barrier2 * far**2)
assert abs(scaled_n / scaled_law - 1) < 0.01

# Image plane from the self-consistent response to a weak field
def image_plane(field):
    s = solve_slab(layers, 60.0, 0.12, field)
    odd = 0.5 * (s.n - s.n[::-1])
    outer_field = (s.v_es[-1] - s.v_es[-11]) / (10 * s.h)
    sigma = outer_field / (4 * PI)
    dipole = abs(np.sum(s.z * odd)) * s.h
    screened_part = abs(np.sum(odd[s.z > 0])) * s.h / sigma
    return dipole / (2 * sigma) - s.d / 2, screened_part

z0, screened_part = image_plane(1e-4)
z0_double, _ = image_plane(2e-4)
assert abs(screened_part - 1) < 0.05
assert abs(z0_double - z0) < 0.03

# Size of the discrepancy at 1 nm against the effect of refining the calculation
one_nm = 1 / BOHR_NM
image_1nm = -1 / (4 * (one_nm - z0))
xc_1nm = [outside(s, s.v_xc, one_nm) for s in (base, fine, wide, thick)]
gap_1nm = xc_1nm[0] - image_1nm
assert gap_1nm > 0
assert max(abs(x - xc_1nm[0]) for x in xc_1nm[1:]) < 0.05 * gap_1nm
es_1nm = outside(base, base.v_es, one_nm)
assert abs(es_1nm) < 0.01 * abs(xc_1nm[0])
ratio = base.v_xc / np.where(zeta_grid > z0 + 0.5, -1 / (4 * (zeta_grid - z0)), -np.inf)
half_distance = zeta_grid[ratio > 0.5].max()

# Hard-wall image states against the Rydberg formula
hz = 0.1
zz = hz * np.arange(1, 4001)
rydberg = eigh_tridiagonal(1 / hz**2 - 1 / (4 * zz), np.full(3999, -0.5 / hz**2),
                           eigvals_only=True, select="i", select_range=(0, 2))
assert np.allclose(rydberg, -1 / (32 * np.arange(1, 4) ** 2), rtol=2e-3)

# Number of bound states in two vacuum widths, with and without the image tail
join_nm = 0.5

def count_bound(vacuum, image_tail):
    half = base.d / 2 + vacuum
    npts = int(round(2 * half / 0.15)) - 1
    h = 2 * half / (npts + 1)
    z = -half + h * np.arange(1, npts + 1)
    v = np.interp(z, base.z, base.v_eff, left=0.0, right=0.0)
    if image_tail:
        zeta = np.abs(z) - base.d / 2
        out = zeta > join_nm / BOHR_NM
        v[out] = -1 / (4 * (zeta[out] - z0))
    levels = eigh_tridiagonal(1 / h**2 + v, np.full(npts - 1, -0.5 / h**2),
                              eigvals_only=True, select="v", select_range=(-1.0, 0.0))
    return len(levels)

widths_nm = (10.0, 40.0)
widths = [w / BOHR_NM for w in widths_nm]
lda_counts = [count_bound(w, False) for w in widths]
image_counts = [count_bound(w, True) for w in widths]
growth_law = 2 * (np.sqrt(2 * widths[1]) - np.sqrt(2 * widths[0])) / PI
assert lda_counts[1] == lda_counts[0]
assert abs(image_counts[1] - image_counts[0] - growth_law) <= 2

# Barrier lowering in a rough sputter-sheath field
sheath_V_per_m = 4e5
F = sheath_V_per_m / FIELD_AU
top = minimize_scalar(lambda s: 1 / (4 * np.exp(s)) + F * np.exp(s),
                      bounds=(0, np.log(1e5)), method="bounded",
                      options={"xatol": 1e-8})
image_lowering = np.sqrt(F)
assert abs(top.fun / image_lowering - 1) < 1e-6
right = zeta_grid > 2
tilted = base.v_eff[right] - F * (zeta_grid[right] - z0)
i_top = int(np.argmax(tilted))
assert 0 < i_top < len(tilted) - 1
lda_lowering = -tilted[i_top]
lda_top_at = zeta_grid[right][i_top]
assert lda_lowering < 0.2 * image_lowering

# Effects outside the model, for the numbers of this example
temperature = 300.0
kT = const.k * temperature / const.e / HARTREE_EV
thermal_parameter = 2 * one_nm * kT / kappa_work
thermal_distance = kappa_work / (2 * kT)
G_min = 2 * PI / lattice * np.sqrt(1.5)
corrugation = np.exp(-G_min * join_nm / BOHR_NM)
omega_surface = np.sqrt(4 * PI * n_bulk / 2)
recoil_length = 1 / np.sqrt(2 * omega_surface)
assert thermal_parameter < 0.2 and corrugation < 0.01
assert recoil_length < 0.2 * one_nm

print(f"lattice constant (rough, sodium): {lattice_nm:.2f} nm")
print(f"layers: {layers}, film thickness: {base.d*BOHR_NM:.3f} nm")
print(f"density parameter rs: {rs_bulk:.3f} bohr")
print(f"bulk Fermi energy kF^2/2: {k_fermi**2/2*HARTREE_EV:.3f} eV")
print(f"same from double-thickness slab: {bulk_fermi*HARTREE_EV:.3f} eV")
print(f"work function, 8 layers: {work*HARTREE_EV:.3f} eV")
print(f"work function, 16 layers: {-thick.e_fermi*HARTREE_EV:.3f} eV")
print(f"occupied subbands: {base.occupied}")
print(f"top subband bottom below vacuum: {-base.eps_top*HARTREE_EV:.3f} eV")
print(f"kappa from top subband: {kappa_top/BOHR_NM:.3f} 1/nm")
print(f"kappa from work function: {kappa_work/BOHR_NM:.3f} 1/nm")
print(f"density decay rate, fitted: {rate_n/BOHR_NM:.3f} 1/nm")
print(f"density decay rate, 2 kappa: {2*kappa_top/BOHR_NM:.3f} 1/nm")
print(f"v_xc decay rate, fitted: {rate_xc/BOHR_NM:.3f} 1/nm")
print(f"v_xc decay rate, 2 kappa/3: {2*kappa_top/3/BOHR_NM:.3f} 1/nm")
print(f"step-barrier density / asymptotic law: {scaled_n/scaled_law:.4f}")
print(f"image plane z0 outside jellium edge: {z0*BOHR_NM:.4f} nm")
print(f"induced charge / full screening charge: {screened_part:.4f}")
print(f"image constant e^2/(16 pi eps0): {HARTREE_EV*BOHR_NM/4:.4f} eV nm")
print("distance (nm), LDA v_xc (eV), image potential (eV):")
for d_nm in (0.2, 0.3, 0.5, 0.8, 1.0, 1.5, 2.0):
    x = d_nm / BOHR_NM
    print(f"  {d_nm:.1f}  {outside(base, base.v_xc, x)*HARTREE_EV:.5f}"
          f"  {-HARTREE_EV/(4*(x-z0)):.5f}")
print(f"LDA below half of image beyond: {half_distance*BOHR_NM:.3f} nm")
print(f"electrostatic part at 1 nm: {es_1nm*HARTREE_EV:.2e} eV")
for name, x in zip(("reference", "finer grid", "wider vacuum", "16 layers"), xc_1nm):
    print(f"v_xc at 1 nm, {name}: {x*HARTREE_EV:.5f} eV")
print(f"hard-wall image levels 1-3: {np.round(rydberg*HARTREE_EV, 4)} eV")
for i in (0, 1):
    print(f"bound states, vacuum {widths_nm[i]:.0f} nm per side: "
          f"LDA {lda_counts[i]}, image tail {image_counts[i]}")
print(f"predicted growth with image tail: {growth_law:.2f} states")
print(f"sheath field (rough): {sheath_V_per_m:.1e} V/m")
print(f"barrier lowering, image: {image_lowering*HARTREE_EV:.5f} eV")
print(f"image barrier top from image plane: {BOHR_NM/(2*np.sqrt(F)):.2f} nm")
print(f"barrier lowering, LDA potential: {lda_lowering*HARTREE_EV:.5f} eV")
print(f"LDA barrier top from jellium edge: {lda_top_at*BOHR_NM:.2f} nm")
print(f"thermal energy at {temperature:.0f} K: {kT*HARTREE_EV:.4f} eV")
print(f"thermal tail parameter 2 zeta kT/kappa at 1 nm: {thermal_parameter:.4f}")
print(f"distance where that parameter is 1: {thermal_distance*BOHR_NM:.1f} nm")
print(f"lattice corrugation factor at 0.5 nm: {corrugation:.1e}")
print(f"surface plasmon energy: {omega_surface*HARTREE_EV:.2f} eV")
print(f"quantum recoil length: {recoil_length*BOHR_NM:.3f} nm")
print("checks complete")
```

Running it gives:

```
lattice constant (rough, sodium): 0.43 nm
layers: 8, film thickness: 2.432 nm
density parameter rs: 4.001 bohr
bulk Fermi energy kF^2/2: 3.131 eV
same from double-thickness slab: 3.131 eV
work function, 8 layers: 2.897 eV
work function, 16 layers: 2.902 eV
occupied subbands: 7
top subband bottom below vacuum: 3.496 eV
kappa from top subband: 9.579 1/nm
kappa from work function: 8.719 1/nm
density decay rate, fitted: 19.265 1/nm
density decay rate, 2 kappa: 19.159 1/nm
v_xc decay rate, fitted: 6.415 1/nm
v_xc decay rate, 2 kappa/3: 6.386 1/nm
step-barrier density / asymptotic law: 1.0006
image plane z0 outside jellium edge: 0.0640 nm
induced charge / full screening charge: 1.0134
image constant e^2/(16 pi eps0): 0.3600 eV nm
distance (nm), LDA v_xc (eV), image potential (eV):
  0.2  -1.54398  -2.64675
  0.3  -0.87426  -1.52530
  0.5  -0.25824  -0.82564
  0.8  -0.03817  -0.48911
  1.0  -0.01051  -0.38460
  1.5  -0.00042  -0.25069
  2.0  -0.00002  -0.18594
LDA below half of image beyond: 0.362 nm
electrostatic part at 1 nm: -2.86e-09 eV
v_xc at 1 nm, reference: -0.01051 eV
v_xc at 1 nm, finer grid: -0.01050 eV
v_xc at 1 nm, wider vacuum: -0.01050 eV
v_xc at 1 nm, 16 layers: -0.01102 eV
hard-wall image levels 1-3: [-0.8502 -0.2126 -0.0945] eV
bound states, vacuum 10 nm per side: LDA 12, image tail 21
bound states, vacuum 40 nm per side: LDA 12, image tail 33
predicted growth with image tail: 12.38 states
sheath field (rough): 4.0e+05 V/m
barrier lowering, image: 0.02400 eV
image barrier top from image plane: 30.00 nm
barrier lowering, LDA potential: 0.00076 eV
LDA barrier top from jellium edge: 1.80 nm
thermal energy at 300 K: 0.0259 eV
thermal tail parameter 2 zeta kT/kappa at 1 nm: 0.0778
distance where that parameter is 1: 12.9 nm
lattice corrugation factor at 0.5 nm: 1.3e-04
surface plasmon energy: 4.16 eV
quantum recoil length: 0.096 nm
checks complete
```
